# Resistance of a semiconductor strip beneath a floating metal bar

## A resistance that stops growing

Take a semiconductor strip 10 µm wide with a sheet resistance of 100 Ω per square. A piece 1 µm long has a resistance of 10 Ω. Lay an ideal (resistance-free) metal bar over that piece, connected to nothing else, with a contact resistivity of \(10^{-7}\) Ω cm². The resistance falls to 5.81 Ω. Under a bar 3 µm long, where the uncovered strip would have 30 Ω, it is 6.32 Ω. Tripling the length has added about half an ohm.

The bar has no lead, so it can neither supply nor remove net current. It can take current from the strip near one edge and return it near the other. The resistance depends on how much current makes this detour and on the price of crossing the interface twice.

## Model and conventions

The strip runs along \(x\) and has width \(W\). The bar covers its full width for \(-d/2<x<d/2\). A steady current \(I>0\) flows towards positive \(x\).

- \(R_s\) is the sheet resistance of the semiconductor under the bar. It need not equal that of the open strip.
- \(\rho_c\) is the contact resistivity. The current density from strip to metal is \(J=(V-V_m)/\rho_c\), a linear law.
- The metal is ideal: it has one potential \(V_m\) everywhere.
- The film is thin enough that one potential \(V(x)\) describes each cross-section. Nothing varies across the width.

Let \(i(x)\) be the current in the semiconductor. The quantity sought is the resistance between the strip cross-sections at the two bar edges,
\[
R_b=\frac{V(-d/2)-V(d/2)}{I}.
\]

## The two balance equations

A slice of length \(dx\) has resistance \(R_s\,dx/W\). Current towards positive \(x\) lowers the potential in that direction, so
\[
\frac{dV}{dx}=-\frac{R_s}{W}\,i .
\]

The same slice has contact area \(W\,dx\) and loses the current \(JW\,dx\) to the metal:
\[
\frac{di}{dx}=-\frac{W}{\rho_c}\,(V-V_m).
\]

Differentiate the second equation. Since \(V_m\) is constant, the first one can be inserted directly:
\[
\frac{d^2i}{dx^2}=-\frac{W}{\rho_c}\frac{dV}{dx}
=\frac{R_s}{\rho_c}\,i=\frac{i}{L_T^2},
\qquad L_T=\sqrt{\frac{\rho_c}{R_s}} .
\]

The two minus signs cancel, which gives hyperbolic functions. \(L_T\) is the transfer length, the distance over which current moves between strip and metal.

## What floating means

Outside the bar all the current is in the semiconductor. The bar's end faces are taken to carry none, so
\[
i(-d/2)=I,\qquad i(d/2)=I .
\]

Integrating the charge balance over the bar gives the net current into the metal, \(i(-d/2)-i(d/2)=0\). This is the floating condition.

The general solution is \(i=A\cosh(x/L_T)+B\sinh(x/L_T)\). Subtracting the two boundary conditions gives \(2B\sinh(d/2L_T)=0\), hence \(B=0\). Either condition then fixes \(A\):
\[
i(x)=I\,\frac{\cosh(x/L_T)}{\cosh(d/2L_T)} .
\]

The metal carries the remainder \(I-i(x)\), which is largest at the centre.

## The resistance

Solve the charge balance for the potential and insert the current:
\[
V-V_m=-\frac{\rho_c}{W}\frac{di}{dx}
=-\frac{\rho_c I}{WL_T}\,\frac{\sinh(x/L_T)}{\cosh(d/2L_T)} .
\]

Because \(\rho_c=R_sL_T^2\), the prefactor is \(\rho_c/L_T=R_sL_T\). At the edges,
\[
V(\mp d/2)-V_m=\pm\frac{R_sL_TI}{W}\tanh\frac{d}{2L_T}.
\]

The metal therefore sits midway between the two edge potentials. Subtracting them and dividing by \(I\) gives
\[
\boxed{R_b=\frac{2R_sL_T}{W}\tanh\frac{d}{2L_T}} .
\]

The factor 2 outside counts two edges. The factor 2 inside appears because each edge is half a bar length from the centre.

The voltage drop along the strip gives the same result without using \(V_m\):
\[
R_b=\frac{R_s}{WI}\int_{-d/2}^{d/2}i\,dx
=\frac{R_s}{W}\,\frac{2L_T\sinh(d/2L_T)}{\cosh(d/2L_T)} .
\]

## Short and long bars

Write \(\delta=d/L_T\) for the normalized length. For a short bar, \(\tanh y\simeq y-y^3/3\) with \(y=\delta/2\), so
\[
R_b\simeq\frac{R_sd}{W}\left(1-\frac{\delta^2}{12}\right).
\]

To leading order the bar might as well be absent: the contact area is too small for the detour to pay. For \(d=0.1\) µm in the example, \(\delta^2/12=0.0083\), which gives 0.992 Ω against 1 Ω for the bare strip.

For a long bar, \(\tanh(\delta/2)\simeq1-2e^{-\delta}\), and
\[
R_b\to\frac{2R_sL_T}{W}=\frac{2\rho_c}{WL_T}.
\]

Current enters the metal within a few \(L_T\) of one edge and leaves within a few \(L_T\) of the other. Extra length in the middle adds ideal metal, which costs nothing. This explains the saturation near 6.32 Ω.

## Why half a bar is not an ordinary end contact

It is tempting to cut the bar at its centre and treat each half as a contact at which the strip ends. Such a contact, of length \(\ell\) on \(0<x<\ell\), has \(i(0)=I\) and \(i(\ell)=0\). Its current is
\[
i=I\,\frac{\sinh[(\ell-x)/L_T]}{\sinh(\ell/L_T)} .
\]

The resistance from its front edge to the metal is then
\[
\frac{V(0)-V_m}{I}=-\frac{\rho_c}{WI}\,i'(0)=\frac{R_sL_T}{W}\coth\frac{\ell}{L_T}.
\]

Under the floating bar the strip continues through the centre, where its potential equals \(V_m\) but its current is not zero. That open path replaces coth by tanh. With \(\ell=d/2\), two end contacts in series would give \(6.3246/0.9188=6.88\) Ω for the 1 µm bar, 18 % above 5.81 Ω. The two descriptions agree when \(d\gg L_T\).

## The numbers for a 1 µm bar

The inputs are \(R_s=100\) Ω per square, \(\rho_c=10^{-7}\) Ω cm² \(=10\) Ω µm², \(d=1\) µm and \(W=10\) µm. Then
\[
L_T=\sqrt{10/100}\ \text{µm}=0.3162\ \text{µm},\qquad \delta=3.162,
\]
\[
R_b=\frac{2(100)(0.3162)}{10}\,(0.9188)\ \Omega=5.81\ \Omega .
\]

At \(I=1\) mA, the strip carries 0.395 mA at the centre and the metal 0.605 mA. The edge-to-edge voltage is 5.81 mV, half of it between each edge and the metal.

As an independent test, the strip was divided into 2000 resistive cells, each joined to a single metal node whose potential was left free. Kirchhoff's laws gave 5.8109 Ω, equal to the formula to the digits shown. Further values are in the numerical output.

## Where the power goes, and what the resistance measures

The power dissipated in the strip is \((R_s/W)\int i^2dx\). With \(\cosh^2u=(1+\cosh2u)/2\),
\[
\int_{-d/2}^{d/2}\cosh^2\frac{x}{L_T}\,dx=\frac d2+\frac{L_T}{2}\sinh\delta .
\]

Divide the strip power by the total \(I^2R_b\), and use \(2\sinh(\delta/2)\cosh(\delta/2)=\sinh\delta\):
\[
p_s=\frac{d+L_T\sinh\delta}{4L_T\sinh(\delta/2)\cosh(\delta/2)}
=\frac12+\frac{\delta}{2\sinh\delta}.
\]

The ideal metal dissipates nothing, so the interface takes \(p_c=1-p_s\). In the example the shares are 63.4 % and 36.6 %.

These shares also measure sensitivity. At fixed \(d\) and \(W\),
\[
\ln R_b=\tfrac12\ln R_s+\tfrac12\ln\rho_c+\ln\tanh(\delta/2)+\text{const}.
\]

The last logarithm has the derivative
\[
\frac{d\ln\tanh(\delta/2)}{d\ln\delta}
=\frac{\delta}{2\sinh(\delta/2)\cosh(\delta/2)}=\frac{\delta}{\sinh\delta}.
\]

Since \(\delta=d\sqrt{R_s/\rho_c}\), the chain rule supplies \(+\tfrac12\) for \(R_s\) and \(-\tfrac12\) for \(\rho_c\). Hence
\[
\frac{\partial\ln R_b}{\partial\ln R_s}=p_s,\qquad
\frac{\partial\ln R_b}{\partial\ln\rho_c}=p_c .
\]

For short bars \(p_c\simeq\delta^2/12\), so the resistance says little about the interface. For long bars \(p_c\to1/2\).

To extract \(\rho_c\) when \(R_s\) is known, set \(y=\delta/2\) and solve
\[
\frac{R_b}{R_sd/W}=\frac{\tanh y}{y},\qquad \rho_c=\frac{R_sd^2}{4y^2}.
\]

The root is unique, because
\[
\frac{d}{dy}\frac{\tanh y}{y}=\frac{2y-\sinh2y}{2y^2\cosh^2y}<0\qquad(y>0).
\]

For small errors in the example, a 1 % error in \(R_b\) at fixed \(R_s\) becomes \(1/0.366=2.7\) % in \(\rho_c\). A value of \(R_s\) that is 1 % too high, at fixed \(R_b\), makes \(\rho_c\) about \(0.634/0.366=1.7\) % too low.

## A metal with resistance

Let the metal have sheet resistance \(R_m\) and carry \(I-i\). With \(u=V-V_m\), subtracting Ohm's law in the two layers gives
\[
\frac{du}{dx}=-\frac{R_si-R_m(I-i)}{W}
=-\frac{(R_s+R_m)i-R_mI}{W}.
\]

The interface law is still \(i'=-Wu/\rho_c\). Differentiating it gives
\[
i''=\frac{i-i_\infty}{\lambda^2},\qquad
i_\infty=\frac{R_mI}{R_s+R_m},\qquad
\lambda^2=\frac{\rho_c}{R_s+R_m}.
\]

Far from the edges the current now divides between two parallel layers. With \(i(\pm d/2)=I\) and \(I-i_\infty=R_sI/(R_s+R_m)\),
\[
i=i_\infty+\frac{R_sI}{R_s+R_m}\,\frac{\cosh(x/\lambda)}{\cosh(d/2\lambda)} .
\]

Integrating \(R_si/(WI)\) over the bar yields
\[
R=\frac{R_sR_md+2R_s^2\lambda\tanh(d/2\lambda)}{W(R_s+R_m)} .
\]

For \(R_m=5\) Ω per square this is 5.91 Ω, or 1.7 % above the ideal-metal value. The resistance no longer saturates: a long bar adds \(R_sR_m/[W(R_s+R_m)]\) per unit length, here 0.48 Ω per µm. For the 3 µm bar the formula gives 7.31 Ω, 15.5 % above the ideal-metal 6.32 Ω, so tripling the length now adds 1.4 Ω rather than half an ohm.

## A film of finite thickness

Let the film have thickness \(t\) and resistivity \(\rho=R_st\), with \(z=0\) at its insulating bottom and \(z=t\) at the metal. If \(J\) varies slowly over a distance \(t\), the lateral current feeds the vertical flow evenly over the depth, and the vertical current density is \(Jz/t\). Then
\[
\frac{\partial\phi}{\partial z}=-\frac{\rho Jz}{t},\qquad
\phi(z)=\phi(0)-\frac{\rho Jz^2}{2t}.
\]

The depth average is \(\phi(0)-\rho Jt/6\) and the surface value is \(\phi(0)-\rho Jt/2\). They differ by \(\rho Jt/3=R_st^2J/3\). The one-dimensional equations hold for the average potential, so to leading order
\[
\rho_c\ \to\ \rho_c+\frac{R_st^2}{3}.
\]

For \(t=100\) nm the addition is 0.33 Ω µm², or 3.3 % of \(\rho_c\). It raises the predicted resistance by 1.2 %. A two-dimensional solution of Laplace's equation, with the resistance of the open strip subtracted, gives 1.1 %. At 10 nm and the same \(R_s\), the two-dimensional result lies within about 0.01 % of the boxed formula. The leading-order estimate assumes slow variation everywhere, which fails at the bar edges, where \(J\) stops abruptly.

## A recessed bar

Forming a silicide consumes silicon. Suppose it removes a depth \(c=25\) nm from the 100 nm film, whose resistivity is uniform. The sheet resistance under the bar becomes
\[
R_s'=R_s\frac{t}{t-c}=133.3\ \Omega\text{ per square}.
\]

The boxed formula with \(R_s'\) gives 6.93 Ω, an increase of 19 %.

The recessed bar also touches silicon at its two end walls, each of area \(Wc\). A wall joins the edge cross-section to the metal with conductance \(Wc/\rho_c=0.025\) S. By symmetry the path under the bar acts between the same two potentials as a resistance \(6.9335/2=3.467\) Ω. Adding conductances at each edge,
\[
R=\frac{2}{1/3.467+0.025}\ \Omega=6.38\ \Omega .
\]

The net increase is 9.8 %. This estimate gives the whole edge cross-section one potential and neglects current crowding around the corner. A two-dimensional solution of the recessed film, with the same contact resistivity on the end walls, gives about 6.48 Ω, an increase of 11.5 % over the flat-bar formula.

If the one-dimensional estimate of 6.38 Ω were interpreted with the flat-bar formula and \(R_s=100\) Ω per square, the extracted contact resistivity would be 13.1 Ω µm², 31 % too high. The two-dimensional value of 6.48 Ω would give about 13.8 Ω µm², 38 % too high.

## A rectifying interface

A diode-like law tests the assumption of linearity:
\[
J=\frac{V_0}{\rho_c}\left(e^{(V-V_m)/V_0}-1\right),\qquad V_0=\frac{kT}{q}=25.9\ \text{mV at 300 K}.
\]

This is a test case, not a description of the example contact: on heavily doped silicon most of the current tunnels through the barrier, and the voltage scale is then not simply \(kT/q\). The slope at zero voltage is \(1/\rho_c\), as before. At 1 mA the edge voltage of 2.9 mV is 11 % of \(V_0\), so the local current density departs visibly from linearity. The total resistance hardly does. Reflecting the structure about its centre reverses the current but leaves the structure unchanged, so \(R(I)=R(-I)\). The law above conducts better from strip to metal; an ordinary diode contact on n-type silicon favours the opposite direction. Exchanging the two directions is equivalent to reversing \(I\), so it does not change \(R\). A term linear in \(I\) is forbidden, and the first change is of order \(I^2\). Numerical solution gives +0.028 % at 1 mA and +0.112 % at 2 mA, the expected factor of four.

## Beside a real silicide contact

The example represents a silicide on heavily doped n-type silicon, with rough typical values. The contact resistivity is high by the standard of advanced transistor contacts, which reach roughly \(10^{-9}\) Ω cm². With that value and the same film, \(L_T\) would be 32 nm, less than the 100 nm thickness, and the one-dimensional model would not apply. For the 1 µm bar, the largest of the departures sized here is the assumption that the silicon under the bar is the same as the open film: in the one-dimensional estimate, consumption alone raises the resistance by 19 %, or by 9.8 % with the end walls included. The ranking depends on bar length: at 3 µm a metal of 5 Ω per square adds 15.5 %, against 5.8 % for the recess with end walls. Self-heating, a change of doping during silicide formation, and a bar narrower than the strip are not included. The last would let current pass beside the metal and calls for a solution in the plane of the film.

## Values computed for the example and the checks

```
sheet resistance under bar: 100.0 ohm/sq
contact resistivity: 1.0e-07 ohm cm^2 = 10.00 ohm um^2
bar length: 1.00 um, strip width: 10.0 um
film thickness: 100 nm
current: 1.00 mA, temperature: 300 K
transfer length: 0.3162 um
normalized bar length d/LT: 3.1623
tanh of half normalized length: 0.9188
prefactor 2*Rs*LT/W (long-bar limit): 6.3246 ohm
bar resistance, formula: 5.8109 ohm
bar resistance, network: 5.8109 ohm
same strip length without bar: 10.0000 ohm
ratio bar/bare: 0.5811
strip current at bar centre: 0.3948 mA
metal current at bar centre: 0.6052 mA
edge-to-edge voltage: 5.811 mV
edge-to-metal voltage: 2.905 mV
dissipation share, strip: 0.6341
dissipation share, interface: 0.3659
sensitivity dlnR/dlnRs, network: 0.6341
sensitivity dlnR/dlnrho_c, network: 0.3659
bar 0.1 um: R = 0.9917 ohm, bare = 1.0000 ohm
bar 0.3 um: R = 2.7936 ohm, bare = 3.0000 ohm
bar 1.0 um: R = 5.8109 ohm, bare = 10.0000 ohm
bar 3.0 um: R = 6.3236 ohm, bare = 30.0000 ohm
contact resistivity extracted from network R: 10.0000 ohm um^2
metal sheet resistance: 5.0 ohm/sq
R with resistive metal: 5.9115 ohm (+1.73 %)
R of 10 nm film, 2D, same Rs: 5.8116 ohm (+0.01 %)
R of 50 nm film, 2D: 5.8278 ohm (+0.29 %)
  leading thickness correction: 5.8285 ohm (+0.30 %)
R of 100 nm film, 2D: 5.8748 ohm (+1.10 %)
  leading thickness correction: 5.8805 ohm (+1.20 %)
silicon consumed under bar: 25 nm
sheet resistance after consumption: 133.33 ohm/sq
R with consumption only: 6.9335 ohm (+19.32 %)
R with consumption and end walls: 6.3805 ohm (+9.80 %)
apparent rho_c if both are ignored: 13.107 ohm um^2 (+31.1 %)
thermal voltage kT/q: 25.852 mV
diode-law change of R at this current: +0.0280 %
diode-law change of R at twice the current: +0.1118 %
```
